# Normal-incidence intersubband absorption in a tilted ellipsoidal valley: verification in Python

```python
"""
Result under test: for an electron with H = p.W.p/2 + V(z), where W is the
inverse-mass tensor of a tilted ellipsoidal valley, the intersubband velocity
elements obey  |<m|v_i|n>| = |b_i| * omega_mn * |z_mn|,  b_i = W_iz / W_zz,
for i = x, y in the well plane. Normal-incidence absorption thus needs
W_xz or W_yz to be nonzero; it vanishes for isotropic or axis-aligned valleys.
Symbols: m_long, m_trans = valley masses; z = growth axis; k = in-plane wave
vector; z21 = envelope dipole length; N = sheet density; Gamma = half width.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar

hbar, e, m0 = const.hbar, const.e, const.m_e
eps0, c, kB = const.epsilon_0, const.c, const.k
nm, meV = 1e-9, 1e-3 * e

# Rough diamond values
m_long, m_trans = 1.5 * m0, 0.3 * m0
n_refr, eps_r, gap_eV, donor_eV, breakdown = 2.4, 5.7, 5.5, 0.6, 10.0
# Design choices
width, depth, density, Gamma, T = 3.6 * nm, 1.0 * e, 1e16, 10 * meV, 300.0
barrier_thickness, n_wells = 5 * nm, 50
box, n_basis = 14 * nm, 200


def valley_tensor(axis, frame, ml=m_long, mt=m_trans):
    """Inverse-mass tensor in the well frame (rows of frame: x, y, z)."""
    n = frame @ (np.array(axis, float) / np.linalg.norm(axis))
    return np.eye(3) / mt + (1 / ml - 1 / mt) * np.outer(n, n)


def solve_box(W, kx, ky):
    """Diagonalize the full Hamiltonian, cross terms kept, in a sine basis."""
    n = np.arange(1, n_basis + 1)
    a, b = np.meshgrid(n, n, indexing="ij")
    odd = (a + b) % 2 == 1
    denom = np.where(odd, a**2 - b**2, 1)
    p = -1j * hbar * np.where(odd, 4 * a * b / (box * denom), 0.0)

    def well_cos(q):
        return width * np.cos(q * np.pi / 2) * np.sinc(q * width / (2 * box))

    inside = (well_cos(a - b) - well_cos(a + b)) / box
    one = np.eye(n_basis)
    k = np.array([kx, ky])
    H = 0.5 * hbar**2 * (k @ W[:2, :2] @ k) * one
    H = H + hbar * (W[:2, 2] @ k) * p + depth * (one - inside)
    H = H + 0.5 * W[2, 2] * np.diag((hbar * n * np.pi / box) ** 2)
    E, C = np.linalg.eigh(H / e)
    v = [C.conj().T @ (hbar * (W[i, :2] @ k) * one + W[i, 2] * p) @ C
         for i in range(3)]
    return E * e, v


def well_level(n, mz):
    """Bound level n = 1, 2, ... of the finite well, from its phase condition."""
    q0 = np.sqrt(2 * mz * depth) / hbar
    x = brentq(lambda s: s * q0 * width - n * np.pi + 2 * np.arcsin(s),
               1e-9, 1.0)
    return (hbar * x * q0) ** 2 / (2 * mz)


z = np.linspace(-box / 2, box / 2, 14001)


def well_state(n, mz):
    E = well_level(n, mz)
    q, kap = np.sqrt(2 * mz * E) / hbar, np.sqrt(2 * mz * (depth - E)) / hbar
    f = np.cos if n % 2 else np.sin
    tail = f(q * width / 2) * np.exp(-kap * (np.abs(z) - width / 2))
    if n % 2 == 0:
        tail = tail * np.sign(z)
    phi = np.where(np.abs(z) <= width / 2, f(q * z), tail)
    return E, phi / np.sqrt(trapezoid(phi**2, z)), kap


frame111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], float)
frame111 /= np.linalg.norm(frame111, axis=1)[:, None]
axes = np.eye(3)
tensors = [valley_tensor(a, frame111) for a in axes]
b_all = np.array([W[:2, 2] / W[2, 2] for W in tensors])
W = tensors[0]
b = b_all[0]
mz = 1 / W[2, 2]
E1, phi1, kap1 = well_state(1, mz)
E2, phi2, kap2 = well_state(2, mz)
E21 = E2 - E1
omega = E21 / hbar
z21 = abs(trapezoid(phi1 * z * phi2, z))

# Tilt formulas against the rotated tensor
cos_t = 1 / np.sqrt(3)
sin_t = np.sqrt(1 - cos_t**2)
Wxz = (1 / m_long - 1 / m_trans) * sin_t * cos_t
Wzz = sin_t**2 / m_trans + cos_t**2 / m_long
assert np.allclose(np.linalg.norm(b_all, axis=1), abs(Wxz / Wzz), rtol=1e-12)

# Dispersion and dipole coupling at nonzero in-plane wave vector
kx, ky = 0.5 / nm, -0.3 / nm
k = np.array([kx, ky])
W_plane = W[:2, :2] - np.outer(W[:2, 2], W[:2, 2]) / W[2, 2]
E_box, v_box = solve_box(W, kx, ky)
E_lateral = 0.5 * hbar**2 * k @ W_plane @ k
assert abs(E_box[0] - E1 - E_lateral) < 1e-4 * E21
assert abs(E_box[1] - E2 - E_lateral) < 1e-4 * E21
v_direct = np.array([abs(v_box[i][1, 0]) for i in range(3)])
v_formula = omega * z21 * np.array([abs(b[0]), abs(b[1]), 1.0])
assert np.allclose(v_direct, v_formula, rtol=1e-3)

# Null cases: isotropic mass, and anisotropic valleys aligned with the axes
W_iso = np.eye(3) / mz
v_iso = solve_box(W_iso, kx, ky)[1]
null_iso = abs(v_iso[0][1, 0]) / abs(v_iso[2][1, 0])
null_001 = 0.0
for a in axes:
    v_al = solve_box(valley_tensor(a, np.eye(3)), kx, ky)[1]
    null_001 = max(null_001, abs(v_al[0][1, 0]) / abs(v_al[2][1, 0]))
assert null_iso < 1e-9 and null_001 < 1e-9

# Sum rule and its link to the curvature of the lowest subband
E_k0, v_k0 = solve_box(W, 0.0, 0.0)
strength = np.sum(2 * np.abs(v_k0[0][1:, 0]) ** 2 / (E_k0[1:] - E_k0[0]))
dk = 0.3 / nm
E_plus, E_minus = solve_box(W, dk, 0)[0][0], solve_box(W, -dk, 0)[0][0]
curvature = (E_plus + E_minus - 2 * E_k0[0]) / (hbar * dk) ** 2
assert abs(strength / (W[0, 2] ** 2 / W[2, 2]) - 1) < 2e-3
assert abs(curvature - (W[0, 0] - strength)) < 2e-3 * W[0, 0]
f21 = 2 * mz * omega * z21**2 / hbar


# Best tilt for the total in-plane intersubband strength
def tilt_strength(theta):
    Wt = valley_tensor([np.sin(theta), 0, np.cos(theta)], np.eye(3))
    return m0 * Wt[0, 2] ** 2 / Wt[2, 2]


best = minimize_scalar(lambda t: -tilt_strength(t), bounds=(0.01, 1.55),
                       method="bounded", options={"xatol": 1e-9})
best_formula = m0 * (m_trans**-0.5 - m_long**-0.5) ** 2
best_sin2 = np.sqrt(m_trans) / (np.sqrt(m_trans) + np.sqrt(m_long))
assert abs(-best.fun / best_formula - 1) < 1e-8
assert abs(np.sin(best.x) ** 2 - best_sin2) < 1e-5

# Absorbed energy of a weak x-polarized pulse, from the Schroedinger equation
n_keep = 12
period = 2 * np.pi / omega
tau = 5 * period
t = np.linspace(-6 * tau, 6 * tau, 12001)
dt = t[1] - t[0]
A0 = 0.01 * 2 * hbar / (e * v_direct[0] * tau * np.sqrt(2 * np.pi))


def vector_potential(s):
    return A0 * np.exp(-s**2 / (2 * tau**2)) * np.cos(1.03 * omega * s)


levels = E_box[:n_keep] - E_box[0]
u, U = np.linalg.eigh(v_box[0][:n_keep, :n_keep])
half = np.exp(-0.5j * levels * dt / hbar)
psi = np.zeros(n_keep, complex)
psi[0] = 1
for A_mid in vector_potential(t[:-1] + dt / 2):
    psi = half * psi
    psi = U @ (np.exp(-1j * e * A_mid * u * dt / hbar) * (U.conj().T @ psi))
    psi = half * psi
absorbed_direct = np.sum(np.abs(psi) ** 2 * levels)
E_field = -np.gradient(vector_potential(t), t)
E_spec = abs(trapezoid(E_field * np.exp(1j * omega * t), t))
fluence_per_energy = n_refr * eps0 * c * E_spec**2 / (np.pi * hbar)
sigma_int = np.pi * e**2 * omega * b[0]**2 * z21**2 / (n_refr * eps0 * c)
absorbed_formula = sigma_int * fluence_per_energy
assert abs(absorbed_direct / absorbed_formula - 1) < 5e-3

# Average over the three valley pairs of the (111) well
b2 = b @ b
mean_bb = b_all.T @ b_all / 3
assert np.allclose(mean_bb, 0.5 * b2 * np.eye(2), atol=1e-12)
assert np.allclose(b_all.sum(axis=0), 0, atol=1e-12)

# Thermal filling of the bound subbands: six valleys, two spins
m_dos = 1 / np.sqrt(np.linalg.det(W_plane * m0)) * m0
N_c = 12 * m_dos * kB * T / (2 * np.pi * hbar**2)
n_bound = int(np.ceil(np.sqrt(2 * mz * depth) * width / (hbar * np.pi)))
E_sub = np.array([well_level(n, mz) for n in range(1, n_bound + 1)])


def filling(mu):
    return N_c * np.log1p(np.exp((mu - E_sub) / (kB * T)))


mu = brentq(lambda s: filling(s * e).sum() / density - 1, -1.0, 1.0) * e
N_sub = filling(mu)
N_diff = N_sub[0] - N_sub[1]
peak = (e**2 * omega * N_diff * mean_bb[0, 0] * z21**2
        / (n_refr * eps0 * c * Gamma))
stack = 1 - (1 - peak) ** n_wells

# Depolarization: coupling energy by field energy and by Coulomb kernel
eps = eps0 * eps_r
flow = cumulative_trapezoid(phi1 * phi2, z, initial=0)
K = e**2 * density / eps * trapezoid(flow**2, z)
zc, rho = z[::10], (phi1 * phi2)[::10]
inner = trapezoid(np.abs(zc[:, None] - zc[None, :]) * rho, zc, axis=1)
K_kernel = -e**2 * density / (2 * eps) * trapezoid(rho * inner, zc)
assert abs(K_kernel / K - 1) < 2e-3
couple = K_kernel / 3 * np.ones((3, 3)) / meV
A_mat = E21 / meV * np.eye(3) + couple
response = np.block([[A_mat, couple], [-couple, -A_mat]])
modes = np.sort(np.linalg.eigvals(response).real)[3:]
E_depol = np.sqrt(E21**2 + 2 * E21 * K)
assert np.allclose(modes, np.array([E21, E21, E_depol]) / meV, rtol=1e-3)
for i in range(2):
    drive = np.concatenate([b_all[:, i], np.zeros(3)])
    assert np.allclose(response @ drive, E21 / meV * drive, atol=1e-8)

# Static band bending with donors placed symmetrically in the barriers
charge = cumulative_trapezoid(phi1**2, z, initial=0) - 0.5
bend = -e**2 * density / eps * cumulative_trapezoid(charge, z, initial=0)
bend_shift = trapezoid(bend * (phi2**2 - phi1**2), z)
outside = [1 - trapezoid(np.where(np.abs(z) <= width / 2, f**2, 0), z)
           for f in (phi1, phi2)]
field = e * density / (2 * eps) / 1e8


def mean_b2_ratio(r):
    Wr = valley_tensor([1, 0, 0], frame111, r * m_trans, m_trans)
    return 0.5 * np.sum((Wr[:2, 2] / Wr[2, 2]) ** 2)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (diamond values are rough)")
show("longitudinal mass", m_long / m0, "m0")
show("transverse mass", m_trans / m0, "m0")
show("refractive index", n_refr)
show("relative permittivity", eps_r)
show("well width", width / nm, "nm")
show("barrier height", depth / e, "eV")
show("sheet density", density / 1e4, "cm^-2")
show("half width Gamma", Gamma / meV, "meV")
show("temperature", T, "K")
print("VALLEY TENSOR, (111) WELL")
show("tilt angle", np.degrees(np.arccos(cos_t)), "deg")
show("m0*W_zz", m0 * Wzz)
show("m0*W_xz, x along the tilt", m0 * Wxz)
show("confinement mass", mz / m0, "m0")
show("|b|", np.sqrt(b2))
show("|b|^2, one valley, best polarization", b2)
show("valley-averaged b_x^2", mean_bb[0, 0])
show("best tilt for in-plane strength", np.degrees(best.x), "deg")
show("m0*W_xz^2/W_zz at best tilt", -best.fun)
show("m0*W_xz^2/W_zz at (111) tilt", m0 * Wxz**2 / Wzz)
print("LEVELS AND ABSORPTION")
show("E1", E1 / meV, "meV")
show("E2", E2 / meV, "meV")
show("E21", E21 / meV, "meV")
show("wavelength", 2 * np.pi * c / omega * 1e6, "um")
show("z21", z21 / nm, "nm")
show("in-plane dipole length |b|*z21", np.sqrt(b2) * z21 / nm, "nm")
show("share of sum rule in 1->2", f21)
show("peak absorption per well", 100 * peak, "%", 3)
show(f"peak absorption of {n_wells} wells", 100 * stack, "%", 3)
print("TESTS")
show("v_x direct/formula", v_direct[0] / v_formula[0], "", 6)
show("pulse energy direct/formula", absorbed_direct / absorbed_formula, "", 5)
show("|v_x/v_z| isotropic mass", null_iso, "", 1)
show("|v_x/v_z| (001) well, largest", null_001, "", 1)
print("NEGLECTED EFFECTS")
show("averaged b_x^2 if m_long/m_trans = 4", mean_b2_ratio(4), "", 3)
show("averaged b_x^2 if m_long/m_trans = 6", mean_b2_ratio(6), "", 3)
show("state 1 in barriers", 100 * outside[0], "%", 2)
show("state 2 in barriers", 100 * outside[1], "%", 2)
show("density decay, state 2, 5 nm barrier",
     np.exp(-2 * kap2 * barrier_thickness), "", 2)
show("band-bending shift of E21", bend_shift / meV, "meV", 2)
show("depolarization shift, z-polarized", (E_depol - E21) / meV, "meV", 2)
show("N2/N1", N_sub[1] / N_sub[0], "", 2)
show("(mu - E1)/kT", (mu - E1) / (kB * T), "", 3)
show("E2/band gap (nonparabolicity size)", 100 * E2 / e / gap_eV, "%", 2)
show("donor factor exp(-0.6 eV/2kT)",
     np.exp(-donor_eV * e / (2 * kB * T)), "", 1)
show("barrier donor level above E1", (depth - E1) / e - donor_eV, "eV", 2)
show("field at well edge", field, "MV/cm", 2)
show("field/rough breakdown field", 100 * field / breakdown, "%", 2)
show("light phase across well", n_refr * omega * width / c, "rad", 2)
print("all assertions hold")
```

It prints:

```
INPUTS (diamond values are rough)
longitudinal mass: 1.5 m0
transverse mass: 0.3 m0
refractive index: 2.4
relative permittivity: 5.7
well width: 3.6 nm
barrier height: 1 eV
sheet density: 1e+12 cm^-2
half width Gamma: 10 meV
temperature: 300 K
VALLEY TENSOR, (111) WELL
tilt angle: 54.74 deg
m0*W_zz: 2.444
m0*W_xz, x along the tilt: -1.257
confinement mass: 0.4091 m0
|b|: 0.5143
|b|^2, one valley, best polarization: 0.2645
valley-averaged b_x^2: 0.1322
best tilt for in-plane strength: 33.77 deg
m0*W_xz^2/W_zz at best tilt: 1.019
m0*W_xz^2/W_zz at (111) tilt: 0.6465
LEVELS AND ABSORPTION
E1: 51.72 meV
E2: 205.2 meV
E21: 153.4 meV
wavelength: 8.081 um
z21: 0.766 nm
in-plane dipole length |b|*z21: 0.3939 nm
share of sum rule in 1->2: 0.9668
peak absorption per well: 0.0452 %
peak absorption of 50 wells: 2.24 %
TESTS
v_x direct/formula: 1.00001
pulse energy direct/formula: 1.001
|v_x/v_z| isotropic mass: 1e-16
|v_x/v_z| (001) well, largest: 1e-16
NEGLECTED EFFECTS
averaged b_x^2 if m_long/m_trans = 4: 0.111
averaged b_x^2 if m_long/m_trans = 6: 0.148
state 1 in barriers: 0.77 %
state 2 in barriers: 3.3 %
density decay, state 2, 5 nm barrier: 2.1e-13
band-bending shift of E21: -4.4 meV
depolarization shift, z-polarized: 7.4 meV
N2/N1: 0.0027
(mu - E1)/kT: -3.61
E2/band gap (nonparabolicity size): 3.7 %
donor factor exp(-0.6 eV/2kT): 9e-06
barrier donor level above E1: 0.35 eV
field at well edge: 0.16 MV/cm
field/rough breakdown field: 1.6 %
light phase across well: 0.0067 rad
all assertions hold
```
